# Choosing One Temperature and Time for a Ramped Copper-Barrier Anneal

## The decision

A transition-state search gives the energy barrier for a copper atom to jump inside a diffusion barrier film. To turn it into a rate, an electronic-structure program asks for a temperature, and the setting takes one number. The wafer has no single temperature: it is heated, held, heated again and cooled. One must decide which temperature to enter, and how long a hold at that temperature stands for the whole anneal. The answer fixes the predicted copper profile and the amount of copper that gets through.

Under the conditions below, any reference temperature \(T_{\rm ref}\) may be entered, provided that it is paired with its own time \(t_{\rm eq}\). Some choices are nevertheless safer than others.

## What the temperature setting supplies

In classical harmonic transition-state theory each vibration of frequency \(\nu\) contributes a factor \(kT/h\nu\) to the partition function. The minimum has \(N\) vibrations and the saddle point \(N-1\), so the jump rate is

\[
\Gamma=\frac{kT}{h}\,\frac{\prod_{i=1}^{N-1}kT/h\nu_i^{\ddagger}}{\prod_{i=1}^{N}kT/h\nu_i}\,e^{-E_a/kT}
=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{i=1}^{N-1}\nu_i^{\ddagger}}\,e^{-E_a/kT}.
\]

All powers of \(kT/h\) cancel. For dilute copper making uncorrelated jumps of one kind, the diffusivity is proportional to \(\Gamma\), hence

\[
D(T)=D_0e^{-E_a/kT},
\]

with constant \(D_0\) and \(E_a\). If the program uses quantum vibrational free energies, this cancellation is lost and \(\ln D\) against \(1/T\) may curve. Evaluate the rate at several temperatures across the hot part of the anneal; if the points do not lie on a line, keep the integral \(S\) defined below but evaluate it numerically.

## Why one number describes the anneal

Let the barrier occupy \(0<x<L\), with a temperature \(T(t)\) that is uniform across it. Let \(c\) be the copper concentration divided by its value \(C_s\) at the copper side. The film starts empty, \(c(0,t)=1\), and \(c(L,t)=0\): the dielectric beyond the film removes all arriving copper. Then

\[
\frac{\partial c}{\partial t}=D(T(t))\frac{\partial^2c}{\partial x^2}.
\]

Define \(S(t)=\int_0^tD(T(t'))\,dt'\), an area. Since \(D>0\), \(S\) increases with time and can replace it. The chain rule gives \(\partial c/\partial t=D\,\partial c/\partial S\), and dividing by \(D\) leaves

\[
\frac{\partial c}{\partial S}=\frac{\partial^2c}{\partial x^2}.
\]

The thermal history has gone from the equation, and the initial and boundary conditions never contained it. The solution is unique: the difference \(w\) of two solutions vanishes at both ends and at the start, and an integration by parts gives \(\frac{d}{dS}\int_0^L\frac{w^2}{2}dx=-\int_0^L(\partial w/\partial x)^2dx\le0\), so \(w\) stays zero. Two anneals with equal final \(S\) therefore end with the same profile.

A hold at \(T_{\rm ref}\) accumulates \(D(T_{\rm ref})\,t_{\rm eq}\). Setting this equal to \(S\) gives

\[
t_{\rm eq}=\frac{S}{D(T_{\rm ref})}=\int\exp\left[-\frac{E_a}{k}\left(\frac1T-\frac1{T_{\rm ref}}\right)\right]dt .
\]

The prefactor cancels from the time but not from the profile, which needs \(S\) itself.

The argument needs a common time factor, not a constant diffusivity. It also covers \(D(T)g(c)\), and stacked layers that differ in \(D_0\) but share \(E_a\), provided that the concentration ratio across their interface does not change with temperature. It fails if a boundary value follows the temperature, or in general if layers have different activation energies.

## Integrating holds and ramps

A hold of duration \(\Delta t\) contributes \(D(T)\Delta t\). For a linear ramp, \(dT=r\,dt\), so with \(a=E_a/k\)

\[
S_{\rm ramp}=\frac{D_0}{r}\int_{T_1}^{T_2}e^{-a/T}dT .
\]

Let \(E_n(u)=\int_1^\infty e^{-uz}z^{-n}dz\). Differentiating under the integral gives \(E_2'(u)=-E_1(u)\), and integrating by parts gives \(E_2(u)=e^{-u}-uE_1(u)\). With \(u=a/T\) and \(du/dT=-a/T^2\),

\[
\frac{d}{dT}\left[T E_2(a/T)\right]=E_2(u)+\frac aT E_1(u)=E_2(u)+uE_1(u)=e^{-u}.
\]

Therefore

\[
S_{\rm ramp}=\frac{D_0}{r}\left[T_2E_2(a/T_2)-T_1E_2(a/T_1)\right].
\]

On cooling, both \(r\) and the bracket are negative, so the contribution is positive.

For a quick estimate, put \(z=1+s/u\):

\[
E_2(u)=\frac{e^{-u}}u\int_0^\infty\frac{e^{-s}\,ds}{(1+s/u)^2}
=\frac{e^{-u}}u\left(1-\frac2u+\frac6{u^2}-\dots\right)\approx\frac{e^{-u}}{u+2}.
\]

The last form differs from the expansion by about \(2/u^2\), relatively. If the other end of the ramp is cold enough to neglect, dividing \(S_{\rm ramp}\) by \(D(T_p)\) at the peak \(T_p\) gives

\[
t_p\approx\frac{T_p}{|r|(E_a/kT_p+2)}=\frac{kT_p^2}{|r|(E_a+2kT_p)} .
\]

Such a ramp thus counts mainly through the few tens of kelvin just below its peak, whether it heats or cools: the width is \(kT_p^2/(E_a+2kT_p)\), about 27 K for the 693 K peak used below.

## From \(S\) to the profile and the leak

Write \(c=1-x/L+v\). The linear part satisfies both boundary conditions, so \(v\) vanishes at both ends and starts as \(-(1-x/L)\). Its sine coefficients are

\[
b_n=-\frac2L\int_0^L\left(1-\frac xL\right)\sin\frac{n\pi x}{L}dx=-\frac2L\,\frac L{n\pi}=-\frac2{n\pi},
\]

because integration by parts leaves \(L/n\pi\) from the lower limit and a cosine integral that vanishes. Each sine decays at the rate \((n\pi/L)^2\) in \(S\):

\[
c=1-\frac xL-\sum_{n=1}^\infty\frac2{n\pi}\sin\frac{n\pi x}{L}\,e^{-n^2\pi^2S/L^2}.
\]

The flux leaving at \(L\) is \(-DC_s\,\partial c/\partial x\). Since \(D\,dt=dS\), the leaked dose \(M\) per area is

\[
\frac M{C_s}=\int_0^S\left[\frac1L+\frac2L\sum_n(-1)^ne^{-n^2\pi^2S'/L^2}\right]dS'.
\]

Integrating each exponential gives \((L^2/n^2\pi^2)(1-e^{-n^2\pi^2S/L^2})\). The Fourier series \(x^2=\pi^2/3+4\sum_n(-1)^n\cos(nx)/n^2\), taken at \(x=0\), gives \(\sum_n(-1)^n/n^2=-\pi^2/12\). Thus

\[
\frac M{C_sL}=\frac S{L^2}-\frac16-\frac2{\pi^2}\sum_{n=1}^\infty\frac{(-1)^n}{n^2}e^{-n^2\pi^2S/L^2}.
\]

For \(S\gg L^2\) the leak grows linearly with \(S\), after a delay \(L^2/6\).

The opposite limit shows how sensitive a working barrier is. For small \(S/L^2\), reflecting the half-space solution about the sink gives

\[
c\approx\operatorname{erfc}\frac{x}{2\sqrt S}-\operatorname{erfc}\frac{2L-x}{2\sqrt S}.
\]

It vanishes at \(L\) and misses the source value by \(\operatorname{erfc}(L/\sqrt S)\), which is small. The derivative of \(\operatorname{erfc}(y)\) is \(-2e^{-y^2}/\sqrt\pi\), and the two terms add at \(x=L\):

\[
\frac{1}{C_s}\frac{dM}{dS}\approx\frac2{\sqrt{\pi S}}e^{-L^2/4S}.
\]

The exponential makes the leak far more sensitive to \(S\) than the linear law does.

## A worked anneal

Take \(L=10\) nm, \(D_0=10^8\) nm²/s, \(E_a=1.4\) eV and \(C_s=10^{19}\) cm⁻³. These are round model values, not the output of a transition-state calculation. In particular, \(D_0\) is an effective value: the single-jump estimate \(\ell^2\nu/6\), with jump length \(\ell=0.3\) nm and attempt frequency \(\nu=5\times10^{12}\) s⁻¹, gives about \(7.5\times10^{10}\) nm²/s. With that prefactor and the same \(E_a\), \(S/L^2\) would be about 77 and the film would not hold copper back. With \(T_{\rm ref}=673\) K, \(D(T_{\rm ref})=3.281\times10^{-3}\) nm²/s. The segments are:

| Segment | Duration (s) | \(S\) (nm²) | Time at 673 K (s) |
|---|---:|---:|---:|
| heat 300–623 K | 1800 | 0.059 | 18 |
| hold 623 K | 3600 | 1.702 | 519 |
| heat 623–693 K | 600 | 1.452 | 442 |
| hold 693 K | 900 | 5.928 | 1806 |
| cool 693–300 K | 2400 | 1.099 | 335 |

For the first hold, \(4.728\times10^{-4}\times3600=1.702\) nm², and division by \(3.281\times10^{-3}\) nm²/s gives 519 s. The sum is \(S=10.24\) nm², so \(t_{\rm eq}=3120\) s, or 52 min, for an anneal lasting 9300 s. At 623 K the equivalent time would be 21 656 s.

The cooling ramp has \(|r|=0.16375\) K/s. The estimate gives \(41.39/(0.16375\times1.519)=166.3\) s at 693 K, against 166.8 s from the full formula.

With \(S/L^2=0.1024\), the leading terms of the dose are

\[
\frac M{C_sL}=0.10239-0.16667+0.20264\,(0.3640-0.0044)\approx0.0086 .
\]

Multiplication by \(C_sL=10^{13}\) cm⁻² gives \(8.6\times10^{10}\) cm⁻². Counting only the two holds gives 2325 s and \(2.6\times10^{10}\) cm⁻². Omitting the ramps lowers the time by a quarter and the leak by a factor of 3.3.

## Verification in real time

The film is divided into 200 cells of width \(h\). Each cell obeys \(dc_i/dt=(F_{i-1/2}-F_{i+1/2})/h\), where the flux \(F=-D(T(t))\,\Delta c/\Delta x\) uses the temperature at that instant. The simulation follows all five segments without using \(S\).

| \(x\) (nm) | Anneal | 673 K hold | Series |
|---:|---:|---:|---:|
| 2.5 | 0.5805 | 0.5805 | 0.5805 |
| 5.0 | 0.2683 | 0.2683 | 0.2683 |
| 7.5 | 0.0917 | 0.0917 | 0.0917 |

The largest difference in \(c\) between the anneal and the hold is \(1.1\times10^{-9}\), at either 673 K or 623 K. The cell equations share the common factor \(D(T(t))\), so this comparison tests the collapse and the time integration, but not the grid. The series tests the grid: the largest difference is \(8.1\times10^{-6}\), and \(3.2\times10^{-5}\) with half as many cells, the fourfold change expected of a second-order scheme.

The simulated anneal also matches the 623 K hold to within \(3\times10^{-9}\) in three wider cases: a diffusivity proportional to \(1+c\), a sealed far side, and a far half-layer with 0.3 times the diffusivity but the same \(E_a\).

## Which reference temperature to enter

Suppose that \(D(T_{\rm ref})\) is known but the slope \(E_a\) is uncertain. Differentiating \(t_{\rm eq}\) at fixed \(T_{\rm ref}\) gives

\[
\frac{d\ln t_{\rm eq}}{dE_a}=-\frac1k\left(\frac1{T^*}-\frac1{T_{\rm ref}}\right),\qquad
\frac1{T^*}=\frac{\int D\,T^{-1}dt}{\int D\,dt}.
\]

At \(T_{\rm ref}=T^*\) the first-order error vanishes. In the example, \(t_{\rm eq}\) at 673 K is 3122, 3120 and 3136 s for \(E_a=1.3\), 1.4 and 1.5 eV. The central slope is \(13.2/(0.2\times3120)=0.021\) per eV, which puts \(T^*\) within about 1 K of 673 K. At 623 K the same formula gives 1.4 per eV, or about 14 % for 0.1 eV. Enter a temperature near \(T^*\), therefore, even though every choice is equivalent when \(E_a\) is known.

This does not remove the error of a computed barrier. If \(D_0\) is held fixed and \(E_a\) is 0.1 eV too high, the true \(D(673\,{\rm K})\) is larger by \(e^{0.1/0.0580}=5.6\). Then \(S\) rises to about 57 nm², and the dose formula gives \(4.1\times10^{12}\) cm⁻², nearly fifty times the former leak. The energy barrier deserves more effort than the choice of \(T_{\rm ref}\).

Temperature errors are amplified too. Raising the whole schedule by 5 K multiplies \(S\) by 1.195 and the leak by 1.84. The short-time flux explains the difference: at \(S=10.24\) nm² it is 0.0307 nm⁻¹, while \(M/C_s=0.0860\) nm, so \(d\ln M/d\ln S=10.24\times0.0307/0.0860\approx3.7\). This exponent falls to about 3.2 at the larger \(S\); its mean over the shift is 3.4, and \(1.195^{3.4}\approx1.8\).

## When one time is not enough

Let the far half of the film have \(E_a=1.1\) eV, with both diffusivities equal at 673 K. The 673 K hold now leaks 1.19 times as much as the anneal, and the 623 K hold 2.34 times as much. At 623 K the far layer is faster than the near one by \(\exp[(0.3/k)(1/623-1/673)]\approx1.5\) throughout the hold, a ratio that the real anneal has only at that temperature. Even the 673 K hold, at which the two layers are equally fast, leaks 19 % more than the anneal. The order of the steps now matters too: the same temperature schedule run backwards leaks 1.5 times as much as the original, although \(\int D\,dt\) in each layer is unchanged. Simulate such a stack in real time.

Next let the source solubility follow the temperature with an assumed enthalpy of 0.5 eV, keeping its 673 K value fixed. The leak falls to 0.79 of the constant-source result, and \(c\) at 5 nm rises from 0.268 to 0.298. Near the source the profiles disagree badly, since the boundary value almost vanishes on cooling. The gap tends to 1 at the source itself; it is about 0.8 at the first cell centre (0.025 nm), 0.17 at 0.5 nm and 0.03 at 1 nm. The constant-source profile should not be used there.

## The model beside a real film

The example is meant to resemble a thin barrier film with fast diffusion paths, annealed near the roughly 400 °C of interconnect processing. Effective diffusivities in such films depend strongly on microstructure, so the absolute leak is illustrative. The model also treats the film as uniform, with one activation energy. If copper moves along grain boundaries and also enters the grains, with different activation energies, a single \(S\) does not in general describe the anneal. A thickness of 10 nm is large for advanced interconnects, where barriers are a few nanometres thick. At 3 nm and the same \(S\), \(S/L^2=1.14\) and the model leak is \(2.9\times10^{12}\) cm⁻², 34 times larger.

The constant source is reasonable as regards supply: the total uptake is \(3.6\times10^{12}\) cm⁻², against very roughly \(10^{15}\) cm⁻² in one atomic layer of copper. Its fixed solubility is less secure, with the 21 % change in leak found above for the assumed enthalpy. The perfect sink is also an idealisation: with a sealed far side nothing leaks, and \(c\) reaches 0.054 there.

Ten years at 378 K count as 2.1 s at 673 K, negligible beside 3120 s. This extrapolates one activation energy over almost 300 K and omits field-driven drift, so it is not a lifetime. Trapping, reactions and changes of microstructure during the anneal are also left out. Where they matter, the order of the heating steps can matter, and \(S\) alone need not fix the result.

The numerical output below gives the remaining values.

## Computed values

```
barrier 10 nm, D0 1.0e+08 nm^2/s, Ea 1.40 eV
source concentration 1.0e+19 cm^-3
D at 623 K: 4.7278e-04 nm^2/s
D at 673 K: 3.2814e-03 nm^2/s
D at 693 K: 6.5861e-03 nm^2/s
heat 300-623 K: 1800 s, S 0.0586 nm^2, equals 17.9 s at 673 K
hold 623 K: 3600 s, S 1.7020 nm^2, equals 518.7 s at 673 K
heat 623-693 K: 600 s, S 1.4519 nm^2, equals 442.5 s at 673 K
hold 693 K: 900 s, S 5.9275 nm^2, equals 1806.4 s at 673 K
cool 693-300 K: 2400 s, S 1.0987 nm^2, equals 334.8 s at 673 K
total duration: 9300 s
total S: 10.2387 nm^2, S/L^2 0.10239
diffusion length 2 sqrt(S): 6.400 nm
equivalent time at 673 K: 3120.2 s = 52.00 min
equivalent time at 623 K: 21656 s
cooling rate: 0.16375 K/s
cooling as time at 693 K: exact 166.81 s, rule 166.33 s
c/Cs: real-time anneal, hold at 673 K, series
  x 1.0 nm: 0.8251, 0.8251, 0.8251
  x 2.5 nm: 0.5805, 0.5805, 0.5805
  x 5.0 nm: 0.2683, 0.2683, 0.2683
  x 7.5 nm: 0.0917, 0.0917, 0.0917
  x 9.0 nm: 0.0317, 0.0317, 0.0317
largest c/Cs gap, anneal - 673 K hold: 1.1e-09
largest c/Cs gap, anneal - 623 K hold: 1.1e-09
largest c/Cs gap, anneal - series: 8.1e-06
same gap with half the cells: 3.2e-05
leaked dose, anneal: 8.6016e+10 cm^-2
leaked dose, 673 K hold: 8.6016e+10 cm^-2
leaked dose, series: 8.6010e+10 cm^-2
total copper uptake: 3.611e+12 cm^-2
holds only: 2325.1 s at 673 K, leak 2.596e+10 cm^-2
gap with D proportional to 1 + c/Cs: 1.8e-09
gap with sealed far side: 2.3e-09
gap with two layers of equal Ea: 1.6e-09
sealed far side: c/Cs next to x = L is 0.0542
far layer Ea 1.1 eV: leak of hold / leak of anneal 1.193 (673 K), 2.335 (623 K)
solubility enthalpy 0.5 eV: leak ratio to constant source 0.787
  largest c/Cs gap 0.816; at 5 nm c/Cs 0.2980
all temperatures 5 K higher: S ratio 1.195, leak ratio 1.843
equivalent time at 673 K if Ea is 1.3 eV: 3122.5 s; if 1.5 eV: 3135.6 s
ten years at 378 K equal 2.07 s at 673 K
```
